\section*{Potential gain of a lossless metal slab matched to its exit medium}

\section{Situation and definition of the gain}

A grating mask is pressed close to a photoresist and lit from behind. Detail much finer than the wavelength leaves the mask as evanescent field, which fades within a fraction of the grating period. If part of the gap is filled with a thin silver film, the field at the resist can be stronger than with a dielectric in the same place. The question is how much stronger, for each spatial frequency, and what limits the gain.

Let the input medium, relative permittivity $\epsilon_1>0$, fill $z<0$. The film, permittivity $\epsilon_m$, fills $0<z<d$, and the exit medium, permittivity $\epsilon_3>0$, fills $z>d$. All three respond locally and isotropically, and the faces are flat. The sources lie in $z<0$ and are held fixed: the film does not alter them. Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\epsilon>0$. Retardation is neglected at first, so that $\mathbf E=-\nabla\phi$.

One lateral harmonic is $\phi(x,z)=\phi(z)e^{iqx}$ with $q>0$. The incident potential is the one the same sources would produce if $\epsilon_1$ filled all space. Beyond the sources it is $e^{-qz}$, scaled to unity at $z=0$. The gain $t$ is the potential at the exit face divided by this incident potential at the input face. It is neither a ratio of total potentials nor a ratio of powers. For
\begin{equation}
\epsilon_m=-\epsilon_3
\label{match}
\end{equation}
the result is
\begin{equation}
t=\frac{2\epsilon_1}{\epsilon_1+\epsilon_3}\,e^{qd}.
\label{main}
\end{equation}

\section{Derivation}

Inside each uniform medium $\nabla^2\phi=0$ gives $\phi''=q^2\phi$, with solutions $e^{\pm qz}$. Hence
\begin{equation}
\phi(z)=\begin{cases}
e^{-qz}+r\,e^{qz}, & z<0 \text{ (beyond the sources)},\\
A\,e^{-qz}+B\,e^{qz}, & 0<z<d,\\
t\,e^{-q(z-d)}, & z>d.
\end{cases}
\end{equation}
The exit medium has no growing term because it holds no sources. Continuity of tangential $\mathbf E$ makes $\phi$ continuous at each face. With no free surface charge, normal $\mathbf D$ is continuous, and so is $\epsilon\phi'$.

At $z=d$, after division of the second condition by $-q\epsilon_m$,
\begin{align}
Ae^{-qd}+Be^{qd}&=t, &
Ae^{-qd}-Be^{qd}&=\frac{\epsilon_3}{\epsilon_m}\,t .
\end{align}
Half the sum and half the difference give
\begin{align}
A&=\frac{\epsilon_m+\epsilon_3}{2\epsilon_m}\,e^{qd}\,t, &
B&=\frac{\epsilon_m-\epsilon_3}{2\epsilon_m}\,e^{-qd}\,t .
\label{AB}
\end{align}
Under condition (\ref{match}) the decaying term vanishes, $A=0$, and $B=te^{-qd}$. The potential in the film is purely growing: it is the surface-plasmon field of the exit face, seen from inside the metal.

At $z=0$ the conditions are
\begin{align}
1+r&=A+B, & \epsilon_1(1-r)&=\epsilon_m(A-B).
\label{front}
\end{align}
With $A=0$ and $\epsilon_m=-\epsilon_3$ they become $1+r=B$ and $1-r=(\epsilon_3/\epsilon_1)B$. Adding them,
\begin{equation}
2=\frac{\epsilon_1+\epsilon_3}{\epsilon_1}B
\quad\Longrightarrow\quad
B=\frac{2\epsilon_1}{\epsilon_1+\epsilon_3},\qquad
r=B-1=\frac{\epsilon_1-\epsilon_3}{\epsilon_1+\epsilon_3}.
\label{Br}
\end{equation}
Since $t=Be^{qd}$, equation (\ref{main}) follows.

The factor $B$ is the potential transmission of a bare interface between $\epsilon_1$ and $\epsilon_3$, as the limit $d\to0$ requires. For $\epsilon_1=\epsilon_3$ there is no reflection and $t=e^{qd}$.

\subsection{Arbitrary film permittivity}

An implementation needs the result for general, complex $\epsilon_m$. Multiplying the first of (\ref{front}) by $\epsilon_1$, then adding or subtracting the second, gives
\begin{align}
2\epsilon_1&=(\epsilon_1+\epsilon_m)A+(\epsilon_1-\epsilon_m)B,\\
2\epsilon_1 r&=(\epsilon_1-\epsilon_m)A+(\epsilon_1+\epsilon_m)B.
\end{align}
Inserting (\ref{AB}) in the first line gives
\begin{align}
t&=\frac{4\epsilon_1\epsilon_m}{D},\qquad D=a\,e^{qd}+b\,e^{-qd},
\label{general}\\
a&=(\epsilon_1+\epsilon_m)(\epsilon_m+\epsilon_3),\qquad
b=(\epsilon_1-\epsilon_m)(\epsilon_m-\epsilon_3),
\end{align}
and the second line then gives
\begin{equation}
r=\frac{(\epsilon_1-\epsilon_m)(\epsilon_m+\epsilon_3)e^{qd}
+(\epsilon_1+\epsilon_m)(\epsilon_m-\epsilon_3)e^{-qd}}{D}.
\label{rgeneral}
\end{equation}
For large $qd$, evaluate $t=4\epsilon_1\epsilon_m e^{-qd}/(a+b\,e^{-2qd})$, which avoids overflow.

Two special cases are useful. If the film is replaced by input medium, $\epsilon_m=\epsilon_1$, then $b=0$ and $t=2\epsilon_1e^{-qd}/(\epsilon_1+\epsilon_3)$. The matched film therefore gains a factor $e^{2qd}$ in amplitude over a spacer of equal thickness.

If the metal is matched to the input side, $\epsilon_m=-\epsilon_1$, then $a=0$ and $b=-2\epsilon_1(\epsilon_1+\epsilon_3)$. Equation (\ref{general}) again gives (\ref{main}), but (\ref{rgeneral}) gives
\begin{equation}
r=\frac{\epsilon_1-\epsilon_3}{\epsilon_1+\epsilon_3}\,e^{2qd}.
\end{equation}
The transmission is the same, while the reflected field now grows with $q$ unless $\epsilon_1=\epsilon_3$. With fixed sources this does not matter; with a real mask it can.

\section{Energy and the image plane}

Growth of the potential is not growth of transmitted power. In quasistatics $\nabla\cdot\mathbf D=0$ gives $\mathbf E\cdot\partial_t\mathbf D=-\nabla\cdot(\phi\,\partial_t\mathbf D)$, so $\phi\,\partial_t\mathbf D$ serves as the energy flux. With $D_z=-\epsilon_0\epsilon\phi'$, where $\epsilon_0$ is the vacuum permittivity, its time average along $z$ is
\begin{equation}
S_z=-\frac{\omega\epsilon_0}{2}\operatorname{Im}(\phi^*\epsilon\phi').
\label{flux}
\end{equation}
In the lossless matched case all coefficients are real and $S_z=0$ everywhere. The steady field in the exit medium is stored, not carried away.

Now let the mask lie at $z=-h$ and let $M(q)$ be the incident amplitude there. It has fallen to $Me^{-qh}$ at the film, so for $z>d$
\begin{equation}
\phi(z)=M e^{-qh}\,t\,e^{-q(z-d)}
=\frac{2\epsilon_1}{\epsilon_1+\epsilon_3}\,M\,e^{q(2d-h-z)} .
\label{image}
\end{equation}
At $z=2d-h$ the exponential is unity for every $q$, and the mask-plane pattern is restored up to a common factor. This plane lies in the exit medium if $h<d$. It is not a maximum along $z$: each harmonic still decays steadily from the exit face.

Equation (\ref{image}) also shows where the lossless solution fails. A point source has harmonics at arbitrarily large $q$. If $h<d$, their sum diverges for $h<z<2d-h$. This range includes part of the film, where each harmonic is $Me^{-qh}Be^{qz}$. The pattern must be band-limited, or loss must be included.

\section{Loss and detuning}

\subsection{The peak set by absorption}

Put $\epsilon_m=-\epsilon_3+i\epsilon''$ with $\epsilon''>0$. Then $a\neq0$, and at large $q$ the gain falls as $e^{-qd}$. From (\ref{general}),
\begin{equation}
|D|^2=|a|^2e^{2qd}+|b|^2e^{-2qd}+2\operatorname{Re}(ab^*).
\end{equation}
Setting the derivative with respect to $qd$ to zero gives $|a|^2e^{2qd}=|b|^2e^{-2qd}$. Hence, if $|b|>|a|$, the gain peaks at
\begin{equation}
e^{2qd}=\left|\frac ba\right|,\qquad
|t|_{\max}=\frac{|4\epsilon_1\epsilon_m|}{\sqrt{2|ab|+2\operatorname{Re}(ab^*)}} .
\label{peak}
\end{equation}

For $\epsilon''\ll|\epsilon_1-\epsilon_3|$ and $\epsilon''\ll\epsilon_3$, leading order gives $a\simeq i\epsilon''(\epsilon_1-\epsilon_3)$ and $b\simeq-2\epsilon_3(\epsilon_1+\epsilon_3)$, so
\begin{equation}
e^{2qd}\simeq\frac{2\epsilon_3(\epsilon_1+\epsilon_3)}{|\epsilon_1-\epsilon_3|\,\epsilon''} .
\label{smallloss}
\end{equation}
The case $\epsilon_1=\epsilon_3$ is different. There $a=-\epsilon''^2$ and $b=-(2\epsilon_3-i\epsilon'')^2$, so for weak loss the peak is at $e^{qd}\simeq2\epsilon_3/\epsilon''$. In both cases the usable range of $qd$ grows only logarithmically as loss is reduced.

\subsection{Reflection caused by absorption}

Loss also changes $r$. Inserting the input-side field in (\ref{flux}) gives
\begin{equation}
\phi^*\phi'=q\left(-e^{-2qz}+|r|^2e^{2qz}+r-r^*\right),
\qquad S_z=-\omega\epsilon_0\epsilon_1q\operatorname{Im}r .
\end{equation}
With a lossless exit medium this power is all absorbed in the film. To leading order in $\epsilon''$ the film field is $Be^{qz}$, with $|\mathbf E|^2=2q^2B^2e^{2qz}$, and the absorbed power per area is
\begin{equation}
\frac{\omega\epsilon_0\epsilon''}{2}\int_0^d2q^2B^2e^{2qz}\,dz
=\frac{\omega\epsilon_0\epsilon''}{2}\,qB^2\left(e^{2qd}-1\right).
\end{equation}
Equating the two and using (\ref{Br}),
\begin{equation}
\operatorname{Im}r\simeq-\frac{2\epsilon_1\epsilon''}{(\epsilon_1+\epsilon_3)^2}\left(e^{2qd}-1\right).
\label{Imr}
\end{equation}
The reflection caused by weak absorption thus grows as $\epsilon''(e^{2qd}-1)$ while $|a|e^{2qd}\ll|b|$. Beyond that range (\ref{rgeneral}) must be used.

\subsection{A pole from lossless detuning}

If $\epsilon_m$ is real but differs from $-\epsilon_3$, the denominator can vanish, at $e^{2qd}=-b/a$. This is a guided plasmon of the film, and the steady response to a source at that $q$ is unbounded. Let $\epsilon_m=-\epsilon_3+\delta$, with $|\delta|$ much smaller than both $|\epsilon_1-\epsilon_3|$ and $\epsilon_3$. Then $a\simeq(\epsilon_1-\epsilon_3)\delta$ while $b<0$, and a pole at real $q$ requires $(\epsilon_1-\epsilon_3)\delta>0$. For $\epsilon_1=\epsilon_3$, instead, $a=\delta^2$ and $b=-(2\epsilon_3-\delta)^2$, so a small detuning of either sign gives a pole, at $e^{qd}\simeq2\epsilon_3/|\delta|$.

\section{Retardation}

Let $k_0=\omega/c$ and, in each medium, $\kappa=\sqrt{q^2-\epsilon k_0^2}$. Take p polarization, with magnetic field $H_y$. Maxwell's equations give $H_y'=i\omega\epsilon_0\epsilon E_x$. A wave $e^{-\kappa z}$ has $H_y'=-\kappa H_y$, and a wave $e^{\kappa z}$ has $H_y'=+\kappa H_y$, so
\begin{equation}
H_y=\mp\, i\omega\epsilon_0\frac{\epsilon}{\kappa}E_x .
\end{equation}
Continuity of $E_x$ and $H_y$ thus has the same form as continuity of $\phi$ and $\epsilon\phi'$. Equations (\ref{general})--(\ref{rgeneral}) hold for $E_x$ with
\begin{equation}
\epsilon_j\to Y_j=\frac{\epsilon_j}{\kappa_j},\qquad qd\to\kappa_md .
\label{retarded}
\end{equation}
In the static limit $E_x=-iq\phi$, and the ratio is again the potential gain. Condition (\ref{match}) no longer makes $Y_m+Y_3$ vanish, because $\kappa_m\neq\kappa_3$. For a lossless exit medium the harmonic is evanescent there if $q>k_0\sqrt{\epsilon_3}$; below that, the outgoing wave requires $\kappa_3=-i\sqrt{\epsilon_3k_0^2-q^2}$.

\section{Worked example: a silver film at 375 nm}

Lengths are in nanometres, since atomic units are unnatural here. The spacer is silica-like, $\epsilon_1=2.2$, and the resist has $\epsilon_3=2.9$. Silver is given $\epsilon_m=-2.9+0.25i$. These are rough typical values. The film has $d=35$ nm, the mask distance is $h=20$ nm and the grating period is 120 nm. Then
\begin{align}
q&=\frac{2\pi}{120\ \text{nm}}=0.05236\ \text{nm}^{-1}, & qd&=1.833, & e^{qd}&=6.250,\\
\frac{2\epsilon_1}{\epsilon_1+\epsilon_3}&=\frac{4.4}{5.1}=0.863, &
t&=0.863\times6.250=5.39 .
\end{align}
The last value omits loss. A finite-element solution with a charge sheet 20 nm in front of the film and a 0.125 nm mesh also gives 5.39; halving the mesh from 0.25 nm moves it by $6\times10^{-6}$. With spacer material in place of silver the gain is 0.138. Without loss or retardation the amplitude ratio is 39, or about 1500 in the squared field of this harmonic; with both included it is 33, or about 1100. The ideal image plane lies $d-h=15$ nm inside the resist.

With loss,
\begin{align}
a&=(-0.70+0.25i)(0.25i)=-0.0625-0.175i,\\
b&=(5.10-0.25i)(-5.80+0.25i)=-29.5+2.7i .
\end{align}
Thus $D=6.250\,a+b/6.250=-5.11-0.66i$. The numerator of (\ref{general}) has modulus $4\times2.2\times2.91=25.6$, and $|D|=5.16$. With unrounded values $|t|=4.97$, which is 8\% below the ideal value. Equation (\ref{peak}) puts the static peak at a period of 87 nm with gain 6.9. The small-loss estimate (\ref{smallloss}) gives 86 nm, although $\epsilon''/|\epsilon_1-\epsilon_3|=0.36$ is not very small.

The gain moduli at fixed film thickness and wavelength are:
\begin{center}
\begin{tabular}{rrrr}
Period (nm) & Ideal & Static, lossy & Retarded, lossy\\
160 & 3.41 & 3.32 & 10.36\\
120 & 5.39 & 4.97 & 5.48\\
90 & 9.93 & 6.86 & 5.00\\
60 & 33.7 & 3.42 & 2.88\\
40 & 211 & 0.56 & 0.55
\end{tabular}
\end{center}

At short periods loss destroys the ideal law: at 40 nm it overstates the gain by a factor of several hundred. At 120 nm the closeness of 5.48 to 5.39 is a cancellation. Loss alone lowers the gain to 4.97, while retardation alone raises it to 6.20.

At 160 nm retardation triples the gain. The reason is a near-pole. Without loss, (\ref{retarded}) gives $qY_1=2.84$, $qY_m=-2.35$, $qY_3=4.22$ and $e^{\kappa_md}=5.47$. The two terms of $q^2D$ are then $+5.1$ and $-6.2$, which nearly cancel. In the static matched problem the first term is zero and no such cancellation occurs. Restoring the mask pattern at $z=2d-h$ needs a gain proportional to $e^{\kappa_1h+\kappa_3(d-h)}$, the retarded form of $e^{qd}$, which rises as the period shrinks. The retarded, lossy gain in the table falls instead, so the harmonics do not keep their relative strengths.

\section{Comparison with a real exposure}

Silver films a few tens of nanometres thick, used in the near ultraviolet, are the real counterpart of this model, and the chosen dimensions are in that regime. The permittivity of a deposited film is uncertain, and this matters. With loss and retardation included, at a period of 120 nm, changing the real part of $\epsilon_m$ from $-2.9$ to $-3.2$ changes the gain from 5.48 to 4.72; changing it to $-2.6$ gives 7.52. One extra nanometre of silver gives 5.66, and an imaginary part of 0.05 in the resist permittivity gives 5.38. The film should therefore be characterized at the exposure wavelength before a gain is quoted.

The assumption of fixed sources is poor in this example. In the static model, equation (\ref{Imr}) gives $\operatorname{Im}r\simeq-1.6$, and the full lossy result is $|r|=1.51$, against 0.14 without loss. Retardation raises it much further: (\ref{rgeneral}) with (\ref{retarded}) gives $|r|=8.1$ for the tangential field. The reason is that $qY_1=2.50$ and, without loss, $qY_m=-2.55$, so the film is nearly matched to the input side. For an exact lossless match there, reflection grows exponentially with thickness; here loss and the remaining mismatch slow the growth in thicker films. At the mask the reflected tangential field is $|r|e^{-2\kappa_1h}=1.29$ times the incident one. Suppose the mask returns a fraction $\rho$ of this harmonic and does not mix harmonics. Its outgoing amplitude $M$ then obeys $M=M_0+\rho re^{-2\kappa_1h}M$, where $M_0$ is the amplitude when nothing is reflected back to the mask, so that
\begin{equation}
M=\frac{M_0}{1-\rho r e^{-2\kappa_1h}} .
\end{equation}
Here $r=-7.2-3.8i$. The flux argument that makes $\operatorname{Im}r<0$ for an absorbing film also requires $\operatorname{Im}\rho\le0$ for a passive mask. For $|\rho|=1$ the factor $|M/M_0|$ then lies between 0.44 and 1.6, depending on phase, with the upper value at $\rho=-1$, a perfect conductor. The modulus $|\rho|=1$ is only an illustration, since a metal can return an evanescent harmonic with $|\rho|>1$. The gain at fixed sources therefore does not by itself predict the field in the resist. A metal grating does mix harmonics, and then the mask and film must be solved together.

Nonlocal response is governed by the distance an electron travels in a time $1/\omega$, compared with $1/q$. For a rough Fermi speed $v_F=1.4\times10^6$ m/s, $qv_F/\omega=0.015$. This small parameter is not itself an error in the gain. A static hydrodynamic model of the film, with a rough interband background permittivity of 4 to 5, a squared pressure-wave speed of $3v_F^2/5$ and no free current through the faces, raises the lossy gain at 120 nm from 4.97 to about 5.15. With retardation included, the same film model instead lowers the gain there from 5.48 to about 5.12, and $|r|$ from 8.1 to about 7.0. It lowers the retarded, lossy gain at 160 nm by about 11\%, raises that at 60 nm by 12 to 13\% and lowers that at 40 nm by nearly a fifth. The digits shown are therefore those of the local model, not the accuracy expected for a real film. Surface roughness, which scatters one harmonic into others, is not sized here. Nor is the contrast in the resist, which depends on the interference of all transmitted harmonics, including the unmodulated light at $q=0$.

\section*{Table of computed values}
\begin{verbatim}
input e1, exit e3: 2.20, 2.90 (dimensionless)
silver permittivity: -2.90 + 0.25 i
slab thickness d, mask distance h: 35, 20 nm
grating period: 120 nm
vacuum wavelength: 375 nm
photon energy: 3.306 eV
wavenumber q: 0.05236 1/nm
vacuum wavenumber k0: 0.01676 1/nm
q*d: 1.8326
exp(q*d): 6.2501
prefactor 2e1/(e1+e3): 0.8627
ideal potential gain: 5.3922
finite-element gain, step 0.125 nm: 5.3922
shift from step 0.25 to 0.125 nm: 6.2e-06
gain with spacer instead of silver: 0.1380
silver over spacer, amplitude ratio: 39.06
ideal reflection r: -0.1373
r if silver is matched to e1 instead: -5.362
image depth below exit face: 15.0 nm
gain modulus, loss only: 4.968
gain modulus, retardation only: 6.203
gain modulus, loss and retardation: 5.481
static lossy peak: gain 6.907
static lossy peak: period 86.71 nm
small-loss estimate: period 85.73 nm
lossless pole at em=-3.0: period 73.93 nm
gain moduli: ideal / static lossy / retarded lossy
 period 160 nm: 3.410 / 3.320 / 10.355
 period 120 nm: 5.392 / 4.968 / 5.481
 period 90 nm: 9.933 / 6.860 / 5.000
 period 60 nm: 33.702 / 3.423 / 2.877
 period 40 nm: 210.640 / 0.564 / 0.547
variations of the retarded lossy gain at the example period:
 silver real part -3.2: 4.719
 silver real part -2.6: 7.520
 resist imaginary part 0.05: 5.383
 silver 1 nm thicker: 5.655
static lossy |r|: 1.5086
its back-action at mask, |r|exp(-2qh): 0.1858
rough Fermi speed of silver: 1.4e+06 m/s
nonlocal parameter q*vF/omega: 0.0146
\end{verbatim}
